\section*{Scattering-In and Mobility for a Weakly Anisotropic Two-Dimensional Elastic Rate}

\section*{Problem}

Electrons of charge $-e$ occupy one isotropic, parabolic, two-dimensional band of mass $m$. They scatter elastically, and the rate per unit angle for turning the wavevector through $\theta$ is
\begin{equation}
w(\theta)=\frac{1+a\cos\theta}{2\pi\tau_{\rm out}},\qquad -1\le a\le 1 .
\label{eq:w}
\end{equation}
The bounds on $a$ keep the rate from becoming negative. Both $a$ and $\tau_{\rm out}$ are independent of energy. A weak uniform field $F$ points along $x$.

\begin{enumerate}
\item Let $\mu$ be the mobility from the full linear Boltzmann equation, and $\mu_{\rm out}$ the value found when scattering-in of the field-induced part of the distribution is dropped. Show that $\mu_{\rm out}/\mu=1-a/2$. For which $a$ is the mobility underestimated?
\item Explain the factor by following one electron through its collisions.
\item What replaces the factor if $w$ contains further harmonics, or if $a$ depends on energy?
\item Evaluate both mobilities for parameters in the regime of a silicon (100) inversion layer at 4.2 K: sheet density $n=2\times10^{12}\ {\rm cm^{-2}}$, $m=0.19\,m_0$, spin--valley degeneracy $g_d=4$, $\tau_{\rm out}=0.5$ ps and $a=0.6$. Estimate the main effects left out.
\end{enumerate}

\section*{Solution}

\subsection*{1. The two mobilities}

\paragraph{The collision term.}
Let $f$ be the occupation of the state with wavevector $\mathbf k$, and $f'$ that of another state of equal energy. Electrons enter the first state at a rate proportional to $f'(1-f)$ and leave it at a rate proportional to $f(1-f')$. The rate \eqref{eq:w} is even in $\theta$, so both directions carry the same coefficient, and the net gain is
\begin{equation}
w\,[f'(1-f)-f(1-f')]=w\,[f'-f'f-f+ff']=w\,(f'-f).
\end{equation}
The Pauli factors cancel, so what follows holds for degenerate and non-degenerate electrons alike.

Write $f=f_0(E)+g$, where $f_0$ is the Fermi function and $g$ is the part of first order in $F$. Since $f_0$ is equal in two states of the same energy, it drops out of $f'-f$. With $\varphi$ the angle between $\mathbf k$ and the $x$ axis, the collision term is
\begin{equation}
C[g]=\int_{-\pi}^{\pi}w(\theta)\,[\,g(\varphi+\theta)-g(\varphi)\,]\,d\theta .
\label{eq:C}
\end{equation}
The first term is scattering-in and the second is scattering-out. The approximation examined here drops the first term for $g$ alone; the in- and out-terms of $f_0$ still balance. In silicon, $w$ describes scattering within a valley, and the two occupied valleys are equivalent.

\paragraph{The field term.}
The force on an electron is $-eF$ along $x$, so $\hbar\,dk_x/dt=-eF$. In the steady state
\begin{equation}
-\frac{eF}{\hbar}\frac{\partial f}{\partial k_x}=C[g].
\end{equation}
To first order in $F$, $f$ on the left may be replaced by $f_0$. Because $\partial E/\partial k_x=\hbar v\cos\varphi$, where $v$ is the speed,
\begin{equation}
-eFv\cos\varphi\,\frac{\partial f_0}{\partial E}=C[g].
\label{eq:BTE}
\end{equation}

\paragraph{Solution with scattering-in.}
The left side contains only the first angular harmonic, so try $g=A(E)\cos\varphi$. The in-term becomes
\begin{align}
A\int_{-\pi}^{\pi} w(\theta)\cos(\varphi+\theta)\,d\theta
&=A\cos\varphi\int_{-\pi}^{\pi} w\cos\theta\,d\theta-A\sin\varphi\int_{-\pi}^{\pi} w\sin\theta\,d\theta .
\end{align}
The last integral vanishes because $w$ is even. In the other one, $\int\cos\theta\,d\theta=0$ and $\int\cos^2\theta\,d\theta=\pi$ over a full turn, so
\begin{equation}
\int_{-\pi}^{\pi} w\cos\theta\,d\theta=\frac{a\pi}{2\pi\tau_{\rm out}}=\frac{a}{2\tau_{\rm out}} .
\label{eq:first}
\end{equation}
The out-term needs $\int w\,d\theta=1/\tau_{\rm out}$, which identifies $\tau_{\rm out}$ as the mean time between collisions. Together,
\begin{equation}
C[g]=\frac{a}{2\tau_{\rm out}}g-\frac{1}{\tau_{\rm out}}g=-\frac{g}{\tau_{\rm tr}},\qquad
\frac1{\tau_{\rm tr}}=\frac{1-a/2}{\tau_{\rm out}} .
\label{eq:tau}
\end{equation}
Putting this into \eqref{eq:BTE} gives
\begin{equation}
g=eFv\,\tau_{\rm tr}\,\frac{\partial f_0}{\partial E}\cos\varphi .
\label{eq:g}
\end{equation}
Since $\partial f_0/\partial E<0$, states moving along $+x$ lose electrons, as they should for negative carriers. One could add to $g$ a function of energy alone, which \eqref{eq:C} does not relax, but it carries no current.

Without the in-term, $C[g]=-g/\tau_{\rm out}$, and the solution is \eqref{eq:g} with $\tau_{\rm out}$ in place of $\tau_{\rm tr}$. The total number of electrons gives no warning of the omission, because $\int\cos\varphi\,d\varphi=0$: the truncated collision term still conserves that number for this $g$.

\paragraph{From the distribution to the mobility.}
Let $\tau$ stand for either time; for later use it may depend on energy. The drift velocity is
\begin{equation}
v_d=\frac1n\frac{g_d}{4\pi^2}\int_0^\infty k\,dk\int_{-\pi}^{\pi} d\varphi\;v\cos\varphi\;g .
\end{equation}
The angular integral of $\cos^2\varphi$ is $\pi$. In a parabolic band $k\,dk=m\,dE/\hbar^2$ and $v^2=2E/m$, so
\begin{align}
v_d&=\frac{g_d}{4\pi n}\,\frac{m}{\hbar^2}\,eF\int_0^\infty\frac{2E}{m}\,\tau\,\frac{\partial f_0}{\partial E}\,dE
=\frac{g_d\,eF}{2\pi\hbar^2 n}\int_0^\infty E\,\tau\,\frac{\partial f_0}{\partial E}\,dE .
\end{align}
The density is $n=\dfrac{g_d m}{2\pi\hbar^2}\displaystyle\int_0^\infty f_0\,dE$. The mobility, defined as positive, is therefore
\begin{equation}
\mu=-\frac{v_d}{F}=\frac em\,
\frac{\int_0^\infty E\,\tau\,(-\partial f_0/\partial E)\,dE}{\int_0^\infty f_0\,dE}.
\label{eq:mu}
\end{equation}
For constant $\tau$, integration by parts gives $\int E(-\partial f_0/\partial E)\,dE=\int f_0\,dE$, since $Ef_0$ vanishes at both ends. Hence
\begin{equation}
\mu=\frac{e\tau_{\rm tr}}m,\qquad \mu_{\rm out}=\frac{e\tau_{\rm out}}m,\qquad
\boxed{\frac{\mu_{\rm out}}{\mu}=1-\frac a2 } .
\label{eq:result}
\end{equation}

Neglecting scattering-in underestimates the mobility when $a>0$, that is, when forward scattering is favoured. For $a=0$ the two values agree: electrons arrive equally from all directions, and the contributions of $g$ cancel. For $a<0$ backward scattering is favoured and the neglect overestimates the mobility. At the ends of the allowed range the ratio is $1/2$ for $a=1$ and $3/2$ for $a=-1$.

A numerical solution of \eqref{eq:BTE}, with 24 directions of $\mathbf k$, a finite-difference field term and the collision term as a matrix, gave ratios of 1.5000, 1.2500, 1.0000, 0.7000 and 0.5000 for $a=-1,\,-0.5,\,0,\,0.6$ and $1$. They agree with \eqref{eq:result} to the digits shown.

\subsection*{2. Memory of the forward direction}

After one collision, the average fraction of the velocity still pointing along the original direction is
\begin{equation}
\langle\cos\theta\rangle=\frac{\int w\cos\theta\,d\theta}{\int w\,d\theta}=\frac a2 .
\end{equation}
Successive turns are independent and equally likely to either side, so each further collision multiplies the average by $a/2$. Free flights last $\tau_{\rm out}$ on average. The total time of forward motion, each flight being weighted by its remaining forward component, is
\begin{equation}
\tau_{\rm out}\left[1+\frac a2+\left(\frac a2\right)^2+\dots\right]=\frac{\tau_{\rm out}}{1-a/2}=\tau_{\rm tr}.
\end{equation}
Scattering-out alone keeps the first term, as if an electron ceased to contribute at its first collision. Scattering-in returns it to the count with the velocity it still has. For $a<0$ the second term is negative, because the electron on average moves backward after a collision.

For $a=0.6$ a simulation of one million electrons, each followed through eight flights, gave a retained fraction of 0.300 and $\tau_{\rm tr}/\tau_{\rm out}=1.423$. The formulas give 0.3 and $1/0.7=1.429$. The difference in the second number is within twice the statistical error of about 0.003; stopping at eight flights costs only about $10^{-4}$.

\subsection*{3. Other angular laws and energy dependence}

\paragraph{More harmonics.}
The derivation used two integrals of $w$. For any even elastic rate that depends on $\theta$ alone, the same steps give
\begin{equation}
\frac{\mu_{\rm out}}{\mu}=1-\langle\cos\theta\rangle .
\label{eq:general}
\end{equation}
A term in $\cos2\theta$ changes neither $\int w\,d\theta$ nor $\int w\cos\theta\,d\theta$, and so leaves both mobilities unchanged. Adding $0.3\cos2\theta$ to $1+0.6\cos\theta$ in the numerical solution left the full mobility of the example at 6612 cm$^2$/Vs.

If scattering is concentrated at small angles, $1-\cos\theta\simeq\theta^2/2$ and the ratio becomes $\langle\theta^2\rangle/2$, which can be far below $1/2$. Such a peaked rate needs many harmonics and lies outside \eqref{eq:w}.

\paragraph{Energy-dependent anisotropy.}
Equation \eqref{eq:tau} then holds at each energy. Inserting $\tau_{\rm out}=(1-a/2)\,\tau_{\rm tr}$ into \eqref{eq:mu} gives
\begin{equation}
\frac{\mu_{\rm out}}{\mu}=
\frac{\int E\,\tau_{\rm tr}(E)\,[1-a(E)/2]\,(-\partial f_0/\partial E)\,dE}
{\int E\,\tau_{\rm tr}(E)\,(-\partial f_0/\partial E)\,dE},
\label{eq:avg}
\end{equation}
a weighted average of the factor. If $a$ is constant, the factor comes out of the integral even when $\tau_{\rm out}$ depends on energy.

\subsection*{4. The silicon inversion layer}

\paragraph{Mobilities.}
Dropping scattering-in gives
\begin{equation}
\mu_{\rm out}=\frac{(1.602\times10^{-19}\ {\rm C})(0.5\times10^{-12}\ {\rm s})}{0.19\,(9.109\times10^{-31}\ {\rm kg})}
=0.4628\ {\rm m^2/Vs}=4628\ {\rm cm^2/Vs}.
\end{equation}
The full calculation has $\tau_{\rm tr}=0.5/0.7=0.714$ ps and
\begin{equation}
\mu=\frac{4628.5}{0.7}\ {\rm cm^2/Vs}=6612\ {\rm cm^2/Vs}.
\end{equation}
The truncated value is 30\% below the full one. Given the rough inputs, these mobilities mean about 4600 and 6600 cm$^2$/Vs.

\paragraph{Is the gas degenerate, and is the response linear?}
Filling a circle in $k$ space gives $n=g_dk_F^2/4\pi$, so $k_F=\sqrt{4\pi n/g_d}=0.251\ {\rm nm^{-1}}$. The Fermi energy $\hbar^2k_F^2/2m$ is 12.6 meV, against $k_BT=0.362$ meV, so the gas is strongly degenerate. With $v_F=1.53\times10^7$ cm/s the mean free path is $\ell=v_F\tau_{\rm tr}=109$ nm.

In a field of 0.1 V/cm the Fermi circle shifts by $4.3\times10^{-5}$ of its radius. The thermal width of its edge is a fraction $k_BT/2E_F\simeq0.014$ of the radius, much larger than the shift, so replacing $f$ by $f_0$ in the field term is justified. Heating of the electrons is of second order in $F$ and is not treated.

\paragraph{Thermal smearing.}
Suppose that $\tau_{\rm out}$ and $a$ both grow in proportion to $E$, with the stated values at $E_F$ and with $a$ capped at 1. Equations \eqref{eq:mu} and \eqref{eq:avg} then raise the full mobility by 0.56\% relative to its zero-temperature value and change the ratio from 0.700 to 0.698. This energy law is an assumed one, and it keeps the scatterers fixed. In a real layer temperature also weakens the screening near $q=2k_F$. In linear screening with a variational subband, this lowers the mobility at 4.2 K by about 3\% for interface charges and 4\% for roughness, which is larger than the smearing effect and of opposite sign.

\paragraph{Other subbands.}
A triangular well with the mean field of the electron sheet, $en/2\varepsilon=0.155$ MV/cm, where $\varepsilon$ is the permittivity of silicon, puts the next subband of the same valleys 37.6 meV above the lowest and that of the other valleys 34.7 meV above it. Both would then lie more than 20 meV above the Fermi level and be empty, but this margin is not reliable. In a real layer the electrons screen the field, so the well flattens with depth and the gaps shrink. With all electrons placed in the lowest subband, a self-consistent Hartree well gives gaps of about 17 and 18 meV for a depletion charge of $10^{11}\ {\rm cm^{-2}}$, only about 5 meV above the Fermi level. Without depletion charge the Hartree potential levels off about 9 meV above the lowest level and no second level is found below that value. This depth is less than the Fermi energy, so in this approximation the electrons could not all stay in the lowest subband. The Hartree well leaves out exchange and correlation, which lower the occupied subband and can widen the gaps by several meV or more, enough to matter here. A single occupied subband is therefore an assumption of this example, not a result of these estimates.

\paragraph{Acoustic phonons.}
Write the longitudinal strain in a volume $V$ as $\delta=\sum_{\mathbf q}\delta_{\mathbf q}e^{i\mathbf q\cdot\mathbf r}$, with $\delta_{-\mathbf q}=\delta_{\mathbf q}^*$. Its elastic energy is $\frac12\rho s^2V\sum_{\mathbf q}|\delta_{\mathbf q}|^2$, with $\rho$ the crystal density and $s$ the sound speed. The pair $\pm\mathbf q$ contributes $\rho s^2V|\delta_{\mathbf q}|^2$ and has two real amplitudes, each with mean energy $k_BT/2$. Hence $\langle|\delta_{\mathbf q}|^2\rangle=k_BT/\rho s^2V$. The strain shifts the band edge by $D\delta$, with $D$ the deformation potential. The squared matrix element contains $|\int\psi^2e^{iq_zz}dz|^2/V$, where $\psi$ is the real, normalised subband function and $q_z$ the wavevector component normal to the layer. Summed over $q_z$, this becomes $1/(SW)$ by Parseval's theorem, where $S$ is the layer area and $1/W=\int\psi^4dz$. The density of final states per spin and valley is $Sm/2\pi\hbar^2$, so $S$ cancels and the golden rule gives
\begin{equation}
\frac1{\tau_{\rm ph}}=\frac{2\pi}{\hbar}\,\frac{D^2k_BT}{\rho s^2W}\,\frac{m}{2\pi\hbar^2}
=\frac{mD^2k_BT}{\hbar^3\rho s^2W}.
\end{equation}
The rough inputs $D=12$ eV, $\rho=2.33\ {\rm g/cm^3}$ and $s=9\times10^5$ cm/s, with $W=3.33$ nm from the well, give $5.0\times10^{10}\ {\rm s^{-1}}$ at 4.2 K.

This is an upper estimate within the phonon model. For phonon energy $xk_BT$ and occupation $N=1/(e^x-1)$, absorption events are proportional to $N\int f_0(1-f_0')\,dE/k_BT=xN(N+1)$, where $f_0'$ is taken at the raised energy. Emission contributes the same by detailed balance. The classical count is $2/x$, so the true count is smaller by the factor $x^2N(N+1)=(x/2)^2/\sinh^2(x/2)\le1$. A phonon that turns an electron straight back at the Fermi circle has an energy of at least $2\hbar sk_F=3.0$ meV, or $x\ge8.2$ at 4.2 K, where this factor is below 0.02. The actual phonon effect at 4.2 K is therefore much smaller than the bounds that follow.

The elastic transport rate is $1/\tau_{\rm tr}=1.40\times10^{12}\ {\rm s^{-1}}$. Treating phonon scattering as isotropic and adding the rates lowers the full mobility by at most 3.5\% for these inputs. It moves the ratio to at most $(1.40+0.05)/(2.00+0.05)=0.707$.

\paragraph{Band shape and quantum corrections.}
If $E(1+\alpha E)=\hbar^2k^2/2m$, differentiation gives $(1+2\alpha E)\,dE/dk=\hbar^2k/m$, so the transport mass $\hbar k/v$ is $m(1+2\alpha E)$. With $\alpha=0.5\ {\rm eV^{-1}}$ the in-plane energy alone raises it by 1.25\% at $k_F$. In the layer the kinetic energy of confinement, about 17 meV in the triangular well, adds to $E$, and the rise becomes about 2.9\%. At fixed scattering times both mobilities fall by about that amount and their ratio stays the same.

The Boltzmann picture also requires $k_F\ell\gg1$. Here $1/(k_F\ell)=0.037$, which suggests quantum corrections of some per cent; they are not calculated. The collision broadening $\hbar/\tau_{\rm out}=1.32$ meV exceeds $k_BT$, though it is only about a tenth of $E_F$. The smearing estimate above, which includes temperature alone, therefore does not cover the whole energy spread.

\paragraph{Comparison with real layers.}
Low-temperature mobilities of order $10^4$ cm$^2$/Vs are reached in silicon inversion layers, so the example has a realistic order of magnitude. Its least secure assumption is the angular law. Screened charges and interface roughness have their own angular dependence, and $a=0.6$ is a chosen value, not one computed for silicon. At fixed $\tau_{\rm out}$, moving $a$ from $-1$ to 1 would move $\mu$ from about 3100 to 9300 cm$^2$/Vs; for a real potential, \eqref{eq:general} is the relation to use. Even the sign of the error depends on the scatterer. In linear screening with a variational subband, charges at the interface give $\langle\cos\theta\rangle\approx0.3$ at this density. Short-range roughness, whose forward scattering is screened away, gives about $-0.5$, and there the neglect overestimates the mobility.

Nor do the numbers carry over to a transistor at room temperature. The same phonon formula gives $3.6\times10^{12}\ {\rm s^{-1}}$ at 300 K, about 2.6 times the elastic transport rate. If the elastic rates stayed fixed, this alone would cut the mobility to roughly $1.40/(1.40+3.59)\simeq28\%$ of its value. At that temperature $k_BT$ is also comparable with the subband gaps, so a one-subband model is no longer adequate. The remaining computed values are in the numerical output.

\section*{Computed results}
\begin{verbatim}
INPUTS (rough, silicon inversion layer)
sheet density = 2.00e+12 cm^-2
in-plane mass = 0.19 m0
spin-valley degeneracy = 4
temperature = 4.2 K
tau_out = 0.500 ps
anisotropy a = 0.60
field along channel = 0.10 V/cm
RESULTS
Fermi wavevector = 0.2507 nm^-1
Fermi energy = 12.60 meV
thermal energy kT = 0.362 meV
Fermi velocity = 1.527e+07 cm/s
tau_tr = 0.7143 ps
mobility, no scattering-in = 4628 cm2/Vs
mobility, full = 6612 cm2/Vs
grid mobility, no scattering-in = 4628 cm2/Vs
grid mobility, full = 6612 cm2/Vs
grid, full, with 0.3 cos(2 theta) = 6612 cm2/Vs
error of the neglect = -30.0 %
mean free path v_F tau_tr = 109.1 nm
grid ratio mu_out/mu at a = -1.0: 1.5000
grid ratio mu_out/mu at a = -0.5: 1.2500
grid ratio mu_out/mu at a = +0.0: 1.0000
grid ratio mu_out/mu at a = +0.6: 0.7000
grid ratio mu_out/mu at a = +1.0: 0.5000
random flights: kept forward fraction = 0.300
random flights: tau_tr/tau_out = 1.423
NEGLECTED EFFECTS
smearing: change of full mobility = 0.56 %
smearing: ratio mu_out/mu = 0.6980
mean well field = 0.155 MV/cm
effective layer width = 3.33 nm
gap to next subband, same valleys = 37.6 meV
gap to other valleys = 34.7 meV
deformation potential = 12 eV
crystal density = 2.33 g/cm^3
sound speed = 9.0e+05 cm/s
elastic transport rate = 1.40e+12 1/s
phonon rate, upper estimate, 4.2 K = 5.03e+10 1/s
phonon loss of mobility, at most = 3.5 %
ratio mu_out/mu with those phonons = 0.7074
phonon rate, same formula, 300 K = 3.59e+12 1/s
nonparabolicity alpha = 0.50 1/eV
nonparabolic rise of mass = 1.25 %
1/(k_F l) = 0.0366
level broadening hbar/tau_out = 1.32 meV
drift/Fermi velocity = 4.33e-05
\end{verbatim}
